# Why Convex Nanoparticles Can Take Up More Precursor per Core Area

**Question.** In atomic layer deposition, a surface is exposed to a precursor until uptake stops. A second reactant then removes the remaining ligands and leaves a thin film. Why can a small convex particle take up more precursor per unit of its own surface area than a flat surface of the same material? How large is the gain, and does the film thicken by the same factor?

**Answer.**

## The mechanism: crowding happens above the surface

A chemisorbed precursor has a foot, where it is bonded, and ligands that extend outward. If the ligands are bulky, uptake can stop while reactive sites remain, because the ligands already present cover those sites. The space that has run out lies at the height of the ligands, not at the height of the feet. On a convex particle the ligands splay, so there is more room at that height.

To turn this into a calculation, take a smooth spherical core of radius \(R\). Each adsorbed molecule carries one rigid ligand head, a hard ball of diameter \(d\), centred at height \(h\) along the local normal. Molecules arrive at random positions, bind irreversibly if their heads fit, and do not move afterwards. Define

\[
S=R+h,\qquad f=\left(\frac{S}{R}\right)^2=\left(1+\frac hR\right)^2 .
\]

Here \(S\) is the radius of the shell on which the head centres lie, and \(f\) is the ratio of shell area to core area. The density \(n\) counts adsorbed molecules per core area, and \(n_0\) is its saturated value on a flat surface.

Let two molecules be separated by an angle \(\gamma\), seen from the centre of the core. Their feet and the centre form an isosceles triangle with two sides \(R\); bisecting it gives the distance between the feet. The same construction with sides \(S\) gives the distance between the heads:

\[
\ell_{\rm foot}=2R\sin\frac{\gamma}{2},\qquad
\ell_{\rm head}=2S\sin\frac{\gamma}{2}
=\left(1+\frac hR\right)\ell_{\rm foot}.
\]

The feet can therefore stand closer together than \(d\) without the heads overlapping.

## From splay to blocked area

A new head overlaps an existing one when their distance is less than \(d\). The limiting angle \(\gamma_c\) satisfies

\[
\sin\frac{\gamma_c}{2}=\frac{d}{2S},\qquad d\le 2S .
\]

The feet that are forbidden by one molecule fill a spherical cap of angular radius \(\gamma_c\) on the core. Its area is

\[
\begin{aligned}
A_{\rm block}
&=2\pi R^2(1-\cos\gamma_c)\\
&=4\pi R^2\sin^2\frac{\gamma_c}{2}\\
&=4\pi R^2\frac{d^2}{4S^2}
=\frac{\pi d^2}{f}.
\end{aligned}
\]

The second line uses \(1-\cos\gamma=2\sin^2(\gamma/2)\). On a flat surface the forbidden region is a disc of radius \(d\) and area \(\pi d^2\). Curvature thus reduces the core area blocked by one molecule by the factor \(f\), with no expansion in \(d/R\).

This does not yet prove that the final uptake rises by \(f\), because blocked regions overlap as the surface fills. On the head shell, the filling problem contains two lengths, \(S\) and \(d\). For a given large number of trial positions per area \(d^2\) of the shell, dimensional analysis gives the mean number of molecules as

\[
N=\frac{4\pi S^2}{d^2}\,J\!\left(\frac dS\right),
\]

where \(J\) is a dimensionless density. Dividing by the core area,

\[
n=\frac{N}{4\pi R^2}
=\frac{S^2}{R^2}\frac{J(d/S)}{d^2}
=f\,\frac{J(d/S)}{d^2}.
\]

The flat surface is the limit \(d/S\to0\), so \(n_0=J(0)/d^2\), and

\[
\frac{n}{n_0}=f\,\frac{J(d/S)}{J(0)}\approx\left(1+\frac hR\right)^2 .
\]

The approximation is to set \(J(d/S)=J(0)\). It should be good because one head blocks an area \(f A_{\rm block}=\pi d^2\) of the shell, whatever the curvature. Curvature can enter \(J\) only through the way several blocked regions overlap. The size of that remaining effect has to be found by filling the surface.

For \(h\ll R\), the law becomes \(n/n_0\approx1+2h/R\): two directions of curvature each contribute \(h/R\). A long wire curves in one direction, so its shell area grows by \(1+h/R\), and this is its leading gain when the heads are small compared with the radius. In a spherical cavity the heads point towards the centre. Then \(S=R-h\), and the factor is \((1-h/R)^2<1\), provided that the heads still fit.

## Uptake in numbers

Take the round model parameters \(d=0.60\) nm and \(h=0.50\) nm; they do not represent a particular precursor. For a core with \(R=2.0\) nm,

\[
f=\left(1+\frac{0.50}{2.0}\right)^2=1.25^2=1.5625,
\]

\[
A_{\rm block}=\frac{1.1310\ {\rm nm^2}}{1.5625}=0.7238\ {\rm nm^2}.
\]

Direct integration over foot positions, using the head distances, confirmed the blocked-area formula at three radii.

Random filling of a flat surface gave \(n_0=1.893\pm0.007\ {\rm nm^{-2}}\), or \(1.893\times10^{18}\ {\rm m^{-2}}\). The uncertainties here are standard errors of the sampling. The heads covered a fraction 0.535 of the plane. This is a random, irreversible packing after a long but finite exposure, not the densest arrangement of discs. It is not fully jammed: six times the exposure adds about \(0.02\ {\rm nm^{-2}}\), and the jammed limit lies near \(1.93\ {\rm nm^{-2}}\), about 2% higher. The flat growth per cycle computed below from \(n_0\) would rise by the same 2%.

The curved surfaces were filled with the same number of trials per shell area. Heads were rejected on the basis of their mutual distances, without assuming the gain in uptake:

| Surface | \(n\) (nm⁻²) | Measured gain | \((1\pm h/R)^2\) |
|---|---:|---:|---:|
| particle, 1.0 nm | 4.208 | 2.223 ± 0.012 | 2.250 |
| particle, 2.0 nm | 2.945 | 1.556 ± 0.008 | 1.563 |
| particle, 4.0 nm | 2.401 | 1.268 ± 0.007 | 1.266 |
| cavity, 2.5 nm | 1.204 | 0.636 ± 0.004 | 0.640 |

The 2 nm particle holds 148 molecules on average. A flat piece with the same core area, \(4\pi(2.0)^2=50.3\ {\rm nm^2}\), would hold \(50.3\times1.893\approx95\).

At 1 nm the measured gain is 1.2% below the formula, a little over two standard errors. This hints at the overlap correction in \(J\), but does not establish its size. At the other radii the difference is within about one standard error.

The law can also be read backwards. Taking the square root gives

\[
h=R\left(\sqrt{\frac{n}{n_0}}-1\right).
\]

The three particle gains return \(h=0.491\), 0.495 and 0.504 nm, close to the value of 0.50 nm put in. With real data this inversion gives an effective crowding height only if crowding, and not the number of sites, limits uptake on both surfaces.

## When binding sites are scarce

The splay creates room for ligands; it does not create sites on the core. Suppose that possible binding sites are placed at random, without correlation, with density \(\rho\) per core area. They are visited in random order, and each accepts a molecule if its head fits. A rejected site need not be tried again, since the molecules that block it neither move nor leave.

On a flat surface, dimensional analysis gives

\[
n_{\rm flat}(\rho)=\frac{\Phi(x)}{\pi d^2},\qquad x=\rho\pi d^2 ,
\]

where \(x\) is the mean number of other sites within a distance \(d\) of a given site. On the particle, the same sites projected onto the head shell have density \(\rho/f\), because they are spread over a larger area. If the small curvature correction from overlaps is neglected, the shell fills like a plane with this lower site density. Converting back to core area multiplies the result by \(f\):

\[
n(\rho)\approx f\,n_{\rm flat}(\rho/f).
\]

For sparse sites, a site is lost when an earlier visited site lies within \(d\). On average half of its \(x\) neighbours were visited earlier, so the probability of loss is \(x/2\) to first order. Therefore

\[
\Phi(x)\approx x\left(1-\frac x2\right).
\]

On the particle \(x\) is replaced by \(x/f\), and the gain is

\[
\frac{n}{n_{\rm flat}}
\approx\frac{1-x/(2f)}{1-x/2}
\approx1+\frac x2\left(1-\frac1f\right).
\]

It tends to 1 as \(x\to0\): every site is then used on either surface, and splay has nothing to improve. For abundant sites \(n_{\rm flat}\) levels off, its values at \(\rho\) and \(\rho/f\) become equal, and the gain tends to \(f\).

For \(R=2\) nm, filling random sites gave:

| Sites (nm⁻²) | Flat uptake (nm⁻²) | Particle uptake (nm⁻²) | Gain |
|---:|---:|---:|---:|
| 0.2 | 0.180 | 0.187 | 1.042 |
| 2.0 | 0.925 | 1.143 | 1.235 |
| 20.0 | 1.588 | 2.366 | 1.490 |

In the first row \(x=0.2\times1.131=0.226\), and the sparse-site formula gives \(1+0.113\times0.36=1.041\), close to the simulation. The gains in this table carry sampling noise of up to about 0.01, so their last digit is not significant; terms of higher order in \(x\) lower the first-row gain to about 1.038. Even 20 sites per nm² do not give the full factor 1.5625. The flat uptake is still below the long-exposure value of 1.893 nm⁻², and the particle has fewer sites per shell area, so it is further from its own saturation. The scaling relation between curved and flat uptake was tested at all three site densities.

## Which height belongs in the formula?

The height \(h\) is that of the part of the ligand that meets its neighbours first. This part can change with curvature. Splay gives the outer end of a ligand more relief than its base, so a broad base that is harmless on a flat surface may become the bottleneck on a small particle.

Represent the ligand by two balls on the same normal, with radii \(r_i\), heights \(h_i\) and \(S_i=R+h_i\), where \(i=1\) is the base and \(i=2\) the wider head. Balls at the same level do not overlap if

\[
2S_i\sin\frac\gamma2\ge2r_i,
\qquad\text{or}\qquad
\sin\frac\gamma2\ge\frac{r_i}{S_i}.
\]

The base of one molecule could also touch the head of the other. The law of cosines gives their squared distance:

\[
\begin{aligned}
D^2&=S_1^2+S_2^2-2S_1S_2\cos\gamma\\
&=(h_2-h_1)^2+4S_1S_2\sin^2\frac\gamma2\\
&\ge(h_2-h_1)^2+4r_1r_2 .
\end{aligned}
\]

The last line multiplies the two same-level conditions. If \(|h_2-h_1|\ge r_2-r_1\), the right-hand side is at least \((r_2-r_1)^2+4r_1r_2=(r_1+r_2)^2\). The cross contact then adds no restriction.

The limiting value of \(\sin(\gamma/2)\) is the larger of \(r_1/S_1\) and \(r_2/S_2\). The blocked core area is \(4\pi R^2\) times its square, while on a flat surface the wider head blocks \(4\pi r_2^2\). The capacity gain, meaning the ratio of flat to curved blocked area, is

\[
G=\min_i\left[\left(\frac{r_2}{r_i}\right)^2
\left(1+\frac{h_i}{R}\right)^2\right].
\]

The head-only formula is the term \(i=2\), so it is an upper limit within this model. The bottleneck changes where \(r_1/(R+h_1)=r_2/(R+h_2)\). Cross-multiplication gives \(r_1R+r_1h_2=r_2R+r_2h_1\), and hence

\[
R^*=\frac{r_1h_2-r_2h_1}{r_2-r_1}.
\]

If \(R^*\) is positive, the base controls the spacing for \(R<R^*\). With \(r_1=h_1=0.27\) nm, \(r_2=0.30\) nm and \(h_2=0.50\) nm,

\[
R^*=\frac{0.1350-0.0810}{0.03}\ {\rm nm}=1.8\ {\rm nm}.
\]

At \(R=4\) nm the head still controls, and \(G=1.266\). At \(R=1\) nm the base gives \(G=(0.30/0.27)^2(1.27)^2=1.99\), instead of the 2.25 expected from the head alone. Contact distances computed from the ball coordinates confirmed both values.

## Why thickness grows by less than uptake

Let each molecule leave a film volume \(v\) after its ligands have been removed. On a flat surface the growth per cycle is \(g_0=n_0v\). On a particle with abundant sites and a single controlling head height, take the leading uptake law \(n=n_0f\). If the film remains spherical, one cycle changes the radius from \(R\) to \(R_1\) according to

\[
\frac{4\pi}{3}(R_1^3-R^3)=4\pi R^2n_0fv .
\]

Multiplying by \(3/(4\pi)\) and using \(R^2f=(R+h)^2\),

\[
R_1^3=R^3+3g_0(R+h)^2 .
\]

Set \(R_1=R+\Delta R\), expand the cube, and divide by \(3R^2\):

\[
\Delta R+\frac{(\Delta R)^2}{R}+\frac{(\Delta R)^3}{3R^2}=g_0f .
\]

For \(g_0f\ll R\), the first approximation is \(\Delta R=g_0f\). Inserting it in the quadratic term and dropping the cubic one gives

\[
\frac{\Delta R}{g_0}\approx f\left(1-\frac{g_0f}{R}\right).
\]

The bracket appears because new material is spread over a sphere whose area increases as the film is added. For a large core, to first order in \(1/R\),

\[
\frac{\Delta R}{g_0}\approx1+\frac{2h-g_0}{R}.
\]

The two effects compete, and in this limit the film is thicker than on a flat surface if \(g_0<2h\). When sites are scarce and uptake per core area is unchanged, the same calculation with \(f=1\) gives \(1-g_0/R\), where \(g_0\) now denotes the site-limited flat growth. The film on the particle is then slightly thinner.

For \(v=0.040\ {\rm nm^3}\), the flat growth is \(g_0=1.893\times0.040=0.0757\) nm per cycle. On the 2 nm core,

\[
R_1^3=8+3(0.0757)(2.5)^2=9.419\ {\rm nm^3},
\]

so \(R_1=2.112\) nm and \(\Delta R=0.112\) nm. The thickness gain is 1.48, compared with 1.56 for the uptake. The approximate formula gives 1.47.

## Growth over many cycles

As the film thickens, \(R\) increases and the curvature advantage fades. If \(h\), \(v\) and the saturated packing stay the same, and the change in one cycle is small, the cycle number \(c\) can be treated as continuous:

\[
\frac{dR}{dc}=g_0\left(1+\frac hR\right)^2 .
\]

Separating variables and setting \(u=R+h\),

\[
\begin{aligned}
cg_0&=\int_{R_0}^{R}\frac{R'^2}{(R'+h)^2}\,dR'
=\int_{R_0+h}^{R+h}\left(1-\frac{2h}{u}+\frac{h^2}{u^2}\right)du\\
&=R-R_0-2h\ln\frac{R+h}{R_0+h}
+h^2\left(\frac1{R_0+h}-\frac1{R+h}\right).
\end{aligned}
\]

With the film thickness \(t=R-R_0\), the excess over flat growth is

\[
t-cg_0=2h\ln\frac{R+h}{R_0+h}
-h^2\left(\frac1{R_0+h}-\frac1{R+h}\right).
\]

At large \(R\) it grows as \(2h\ln R\). This continuous form drops the term \(-g_0/R\) of the one-cycle thickness gain against \(2h/R\), so it describes the excess only for \(g_0\ll 2h\). For finite cycles the gain \(1+(2h-g_0)/R\) makes the excess vary as \((2h-g_0)\ln R\) at large \(R\). If \(g_0<2h\), as here, the particle keeps its early lead and extends it ever more slowly; if \(g_0>2h\), it falls slowly behind the flat film at large \(R\).

After 100 cycles the flat film is 7.57 nm thick. Applying the volume balance cycle by cycle gives 8.90 nm on the particle that began at 2 nm, an excess of 1.32 nm. The last cycle has a thickness gain of only 1.09.

The continuous formula gives 9.02 nm, which is 0.125 nm too much relative to the cycle-by-cycle result. It lets uptake follow the growing radius within a cycle, whereas the discrete balance fixes uptake by the radius at the start. Over one cycle, to second order in \(g_0\), the continuous increment is \(g_0f+\tfrac12g_0^2ff'\), with \(f'=df/dR=-2h(1+h/R)/R^2\). Subtracting the discrete increment \(g_0f-g_0^2f^2/R\) leaves

\[
g_0^2f\left(\frac fR+\frac{f'}2\right)
=\frac{g_0^2f}{R}\left(1+\frac hR\right)>0 .
\]

The continuous solution therefore runs ahead. Splitting each cycle into smaller deposits made the difference fall in proportion to the deposit size, as expected for a first-order error.

## What a measurement can show

The quantity to compare with \((1+h/R)^2\) is saturated uptake per initial core area, before that cycle's film is added. Thickness needs the volume correction as well. A gain below the formula may mean scarce sites or a bulky base, so a single radius cannot distinguish these causes.

The model also leaves out flexible and tilted ligands, surface diffusion, ligand loss, facets and correlated site positions. Ligands that bend into the free space do not have a fixed \(h\), and on a faceted particle the extra room is concentrated near edges and corners. The numerical output below gives the computed values for the idealized sphere.

## Computed results

```
head diameter d = 0.60 nm; head height h = 0.50 nm
film volume per molecule v = 0.040 nm^3
R=1.0 nm: blocked core area = 0.5026 nm^2
R=2.0 nm: blocked core area = 0.7238 nm^2
R=4.0 nm: blocked core area = 0.8936 nm^2
flat blocked area = 1.1310 nm^2
flat uptake n0 = 1.893 +/- 0.007 nm^-2
flat uptake n0 = 1.893e+18 m^-2
flat fraction covered by heads = 0.535
particle R=1.0 nm: uptake = 4.208 +/- 0.017 nm^-2
  molecules = 52.9; gain = 2.223 +/- 0.012; formula = 2.2500
particle R=2.0 nm: uptake = 2.945 +/- 0.012 nm^-2
  molecules = 148.0; gain = 1.556 +/- 0.008; formula = 1.5625
particle R=4.0 nm: uptake = 2.401 +/- 0.010 nm^-2
  molecules = 482.7; gain = 1.268 +/- 0.007; formula = 1.2656
cavity R=2.5 nm: uptake = 1.204 +/- 0.005 nm^-2
  molecules = 94.6; gain = 0.636 +/- 0.004; formula = 0.6400
R=2 nm, sites=0.2 nm^-2: flat=0.180, curved=0.187 nm^-2, gain=1.042
R=2 nm, sites=2.0 nm^-2: flat=0.925, curved=1.143 nm^-2, gain=1.235
R=2 nm, sites=20.0 nm^-2: flat=1.588, curved=2.366 nm^-2, gain=1.490
two-ball radii = 0.27, 0.30 nm; heights = 0.27, 0.50 nm
bottleneck crossover R* = 1.800 nm
two-ball R=1.0 nm: gain = 1.9912; head-only formula = 2.2500
two-ball R=4.0 nm: gain = 1.2656; head-only formula = 1.2656
flat growth = 0.0757 nm/cycle
first cycle on R=2 nm: 0.1119 nm; gain = 1.4782
first-cycle approximate thickness gain = 1.4701
after 100 cycles: flat thickness = 7.573 nm
after 100 cycles: particle thickness = 8.897 nm
particle excess = 1.324 nm
continuous-law thickness = 9.022 nm
continuous-law excess = 1.450 nm
last-cycle thickness gain = 1.0863
```
